# Why the Condon–Shortley Phase Enters the Standard Spherical Harmonics Once: a program that tests the result

```python
"""Result under test: the standard spherical harmonics need the sign (-1)^m once,
with Legendre functions continued to signed m. Then
  L+ Y_lm = +sqrt((l-m)(l+m+1)) Y_l,m+1  and  Y_l,-m = (-1)^m conj(Y_lm).
Faulty recipes break one or both rules in definite ways.
l, m: angular momentum numbers; L: angular momentum in units of hbar;
directions are unit vectors (x, y, z); angles are in radians.
L is defined by small rotations of the function, not by a ladder formula."""
import itertools
from math import factorial, pi, sqrt
import numpy as np
from numpy.polynomial import Polynomial
from scipy.special import eval_legendre, lpmv


def plain_legendre(l, m, u):
    """Rodrigues formula for signed m, without the (-1)^m phase."""
    poly = Polynomial([-1.0, 0.0, 1.0]) ** l
    if l + m > 0:
        poly = poly.deriv(l + m)
    return (1 - u * u) ** (m / 2) * poly(u) / (2**l * factorial(l))


def phased_legendre(l, m, u):
    return (-1.0) ** m * plain_legendre(l, m, u)


def norm(l, m):
    return sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))


def wave(m, r):
    return np.exp(1j * m * np.arctan2(r[1], r[0]))


def standard(l, m, r):
    return norm(l, m) * phased_legendre(l, m, r[2]) * wave(m, r)


def doubled(l, m, r):
    return (-1.0)**m * norm(l, m) * phased_legendre(l, m, r[2]) * wave(m, r)


def every_m(l, m, r):
    k = abs(m)
    return (-1.0)**m * norm(l, k) * plain_legendre(l, k, r[2]) * wave(m, r)


def doubled_abs(l, m, r):
    k = abs(m)
    return (-1.0)**m * norm(l, k) * phased_legendre(l, k, r[2]) * wave(m, r)


def absent(l, m, r):
    return norm(l, m) * plain_legendre(l, m, r[2]) * wave(m, r)


def unsigned(l, m, r):
    k = abs(m)
    return norm(l, k) * plain_legendre(l, k, r[2]) * wave(m, r)


recipes = {"standard": standard, "doubled, signed m": doubled,
           "once for every m, |m|": every_m, "doubled, |m|": doubled_abs}

# Product quadrature on the sphere, exact for the polynomial degrees used.
nodes, node_weights = np.polynomial.legendre.leggauss(12)
azimuths = (np.arange(20) + 0.3) * 2 * pi / 20
U, PHI = np.meshgrid(nodes, azimuths, indexing="ij")
S = np.sqrt(1 - U**2)
sphere = (S * np.cos(PHI), S * np.sin(PHI), U)
weights = np.repeat(node_weights[:, None], 20, axis=1) * 2 * pi / 20


def inner(f, g):
    return np.sum(weights * np.conj(f) * g)


def turn_back(r, axis, angle):
    x, y, z = r
    c, s = np.cos(angle), np.sin(angle)
    if axis == "x":
        return x, c*y + s*z, -s*y + c*z
    return c*x - s*z, y, s*x + c*z


def apply_L(func, axis, step=1e-4):
    """L f = i d/d(angle) of the rotated function, by central difference."""
    ahead = func(turn_back(sphere, axis, step))
    behind = func(turn_back(sphere, axis, -step))
    return 1j * (ahead - behind) / (2 * step)


def raising_element(recipe, l, m):
    def func(r):
        return recipe(l, m, r)
    raised = apply_L(func, "x") + 1j * apply_L(func, "y")
    return inner(recipe(l, m + 1, sphere), raised)


def conjugation_error(recipe, l, m):
    left = recipe(l, -m, sphere)
    right = (-1)**m * np.conj(recipe(l, m, sphere))
    return np.max(np.abs(left - right))


# Ladder signs and conjugation rule, compared with the derived sign patterns.
derived_sign = {"standard": lambda m: 1, "doubled, signed m": lambda m: -1,
                "once for every m, |m|": lambda m: 1 if m >= 0 else -1,
                "doubled, |m|": lambda m: -1 if m >= 0 else 1}
keeps_conjugation = {"standard", "doubled, signed m"}
for name, recipe in recipes.items():
    for l in range(1, 5):
        for m in range(-l, l):
            size = sqrt((l - m) * (l + m + 1))
            value = raising_element(recipe, l, m)
            assert abs(value - derived_sign[name](m) * size) < 2e-6
        for m in range(1, l + 1):
            error = conjugation_error(recipe, l, m)
            if name in keeps_conjugation or m % 2 == 0:
                assert error < 1e-9
            else:
                assert error > 0.1
        basis = [recipe(l, m, sphere) for m in range(-l, l + 1)]
        gram = np.array([[inner(f, g) for g in basis] for f in basis])
        assert np.allclose(gram, np.eye(2*l + 1), atol=1e-9)

# Doubling equals omission and also a half turn about z; library phase check.
half_turn = (-sphere[0], -sphere[1], sphere[2])
for l in range(1, 5):
    for m in range(-l, l + 1):
        twice = doubled(l, m, sphere)
        assert np.allclose(twice, absent(l, m, sphere), atol=1e-9)
        assert np.allclose(twice, standard(l, m, half_turn), atol=1e-9)
        if m >= 0:
            assert np.allclose(lpmv(m, l, nodes), phased_legendre(l, m, nodes))
        ratio = (-1)**m * factorial(l - m) / factorial(l + m)
        assert np.allclose(plain_legendre(l, -m, nodes),
                           ratio * plain_legendre(l, m, nodes), atol=1e-9)

print("Library P_1^1(0.6) =", f"{lpmv(1, 1, 0.6):.4f}",
      "; without phase", f"{plain_legendre(1, 1, 0.6):.4f}")
print("Raising elements <2,m+1|L+|2,m>, m = -2,-1,0,1 (hbar):")
for name, recipe in recipes.items():
    row = [raising_element(recipe, 2, m).real for m in range(-2, 2)]
    print(f"  {name}: " + ", ".join(f"{v:+.4f}" for v in row))

# Try every sign choice for l = 2 with the sign at m = 0 fixed to +1.
raw_ladder = {m: raising_element(unsigned, 2, m).real for m in range(-2, 2)}
raw = {m: unsigned(2, m, sphere) for m in range(-2, 3)}
ladder_choices, conjugation_choices = [], []
choices = list(itertools.product((1, -1), repeat=4))
for a, b, c, d in choices:
    sign = {-2: a, -1: b, 0: 1, 1: c, 2: d}
    if all(sign[m] * sign[m+1] * raw_ladder[m] > 0 for m in range(-2, 2)):
        ladder_choices.append((a, b, 1, c, d))
    if all(np.allclose(sign[-m] * raw[-m],
                       (-1)**m * sign[m] * np.conj(raw[m])) for m in (1, 2)):
        conjugation_choices.append((a, b, 1, c, d))
assert len(ladder_choices) == 1
assert ladder_choices[0] in conjugation_choices
assert len(conjugation_choices) > 1
for m, s in zip(range(-2, 3), ladder_choices[0]):
    assert np.allclose(s * raw[m], standard(2, m, sphere), atol=1e-9)
print("Sign choices tried for l=2:", len(choices))
print("  obeying positive ladder:", len(ladder_choices))
print("  obeying conjugation:", len(conjugation_choices))
print("  ladder signs s_m, m=-2..2:", ladder_choices[0])


def direction(theta, phi):
    return (np.sin(theta)*np.cos(phi), np.sin(theta)*np.sin(phi), np.cos(theta))


theta_a, phi_a, theta_b, phi_b = 1.0, 0.5, 0.7, 2.0
a_dir, b_dir = direction(theta_a, phi_a), direction(theta_b, phi_b)
print(f"Direction a: theta={theta_a}, phi={phi_a} rad")
print(f"Direction b: theta={theta_b}, phi={phi_b} rad")
print("Y_1,1(a) and Y_1,-1(a) (dimensionless):")
for name, recipe in recipes.items():
    print(f"  {name}: {recipe(1, 1, a_dir):.4f}, {recipe(1, -1, a_dir):.4f}")

# Expectation values: standard matrix against the functions actually built.
m_values = (-1, 0, 1)
Lplus = np.zeros((3, 3))
for i, m in enumerate(m_values[:-1]):
    Lplus[i + 1, i] = sqrt((1 - m) * (2 + m))
Lx_matrix = (Lplus + Lplus.T) / 2
predicted = {}
for partner in (1, -1):
    vector = np.array([(m in (0, partner)) / sqrt(2) for m in m_values])
    predicted[partner] = vector @ Lx_matrix @ vector
print("<Lx> (hbar) for (Y_10+Y_11)/sqrt2, (Y_10+Y_1,-1)/sqrt2:")
print(f"  standard matrix: {predicted[1]:+.4f}, {predicted[-1]:+.4f}")
for name, recipe in recipes.items():
    actual = []
    for partner in (1, -1):
        def state(r):
            return (recipe(1, 0, r) + recipe(1, partner, r)) / sqrt(2)
        value = inner(state(sphere), apply_L(state, "x")).real
        lower_m = min(0, partner)
        assert abs(value - derived_sign[name](lower_m)*predicted[partner]) < 1e-6
        actual.append(value)
    print(f"  {name}: {actual[0]:+.4f}, {actual[1]:+.4f}")

# Two forms of the addition sum, compared with Legendre polynomials.
cos_ab = np.dot(a_dir, b_dir)
cos_turned = np.dot(a_dir, (-b_dir[0], -b_dir[1], b_dir[2]))
for l in range(1, 5):
    true_sum = (2*l + 1) / (4*pi) * eval_legendre(l, cos_ab)
    turned_sum = (2*l + 1) / (4*pi) * eval_legendre(l, cos_turned)
    if l == 1:
        print(f"cos(angle a,b) = {cos_ab:.4f}; b turned by pi: {cos_turned:.4f}")
        print(f"l=1 Legendre side: {true_sum:.4f}; b turned: {turned_sum:.4f}")
        print("l=1 sums: Y(a)conj(Y(b)), (-1)^m Y_m(a)Y_-m(b):")
    for name, recipe in recipes.items():
        ms = range(-l, l + 1)
        safe = sum(recipe(l, m, a_dir) * np.conj(recipe(l, m, b_dir)) for m in ms)
        risky = sum((-1)**m * recipe(l, m, a_dir) * recipe(l, -m, b_dir)
                    for m in ms)
        wanted = true_sum if name in keeps_conjugation else turned_sum
        assert abs(safe - true_sum) < 1e-9
        assert abs(risky - wanted) < 1e-9
        if l == 1:
            print(f"  {name}: {safe.real:.4f}, {risky.real:.4f}")

print("all assertions hold")
```

Running it gives:

```
Library P_1^1(0.6) = -0.8000 ; without phase 0.8000
Raising elements <2,m+1|L+|2,m>, m = -2,-1,0,1 (hbar):
  standard: +2.0000, +2.4495, +2.4495, +2.0000
  doubled, signed m: -2.0000, -2.4495, -2.4495, -2.0000
  once for every m, |m|: -2.0000, -2.4495, +2.4495, +2.0000
  doubled, |m|: +2.0000, +2.4495, -2.4495, -2.0000
Sign choices tried for l=2: 16
  obeying positive ladder: 1
  obeying conjugation: 4
  ladder signs s_m, m=-2..2: (1, 1, 1, -1, 1)
Direction a: theta=1.0, phi=0.5 rad
Direction b: theta=0.7, phi=2.0 rad
Y_1,1(a) and Y_1,-1(a) (dimensionless):
  standard: -0.2551-0.1394j, 0.2551-0.1394j
  doubled, signed m: 0.2551+0.1394j, -0.2551+0.1394j
  once for every m, |m|: -0.2551-0.1394j, -0.2551+0.1394j
  doubled, |m|: 0.2551+0.1394j, 0.2551-0.1394j
<Lx> (hbar) for (Y_10+Y_11)/sqrt2, (Y_10+Y_1,-1)/sqrt2:
  standard matrix: +0.7071, +0.7071
  standard: +0.7071, +0.7071
  doubled, signed m: -0.7071, -0.7071
  once for every m, |m|: +0.7071, -0.7071
  doubled, |m|: -0.7071, +0.7071
cos(angle a,b) = 0.4516; b turned by pi: 0.3749
l=1 Legendre side: 0.1078; b turned: 0.0895
l=1 sums: Y(a)conj(Y(b)), (-1)^m Y_m(a)Y_-m(b):
  standard: 0.1078, 0.1078
  doubled, signed m: 0.1078, 0.1078
  once for every m, |m|: 0.1078, 0.0895
  doubled, |m|: 0.1078, 0.0895
all assertions hold
```
